\section*{Screened mixing for the self-consistent jellium surface}

\section{What goes wrong with plain mixing}

A self-consistent calculation of a metal surface starts from a trial potential, computes the electron density, obtains a new potential from that density, and mixes the two. If half of the difference is mixed in directly, the loop fails. For the surface treated below, at $r_s=2$, one such step multiplies a small long-wave error by 362. Electrons follow the error, and the long-range Coulomb interaction turns the small displaced charge into a large potential. With screened mixing, the same error is multiplied by 0.57.

This guide derives that setting and shows how to choose its parameters, for the Lang--Kohn surface: semi-infinite jellium with phase-shifted orbitals. It also derives the work function, the surface energy and the relations by which a converged result can be judged.

\section{Model and conventions}

A uniform positive background of density $\bar n=3/[4\pi(r_sa_0)^3]$ fills $z<0$; $z>0$ is vacuum. The profile of the background is $n_+(z)$. Electrons are spin-unpolarized and treated in the local density approximation (LDA), with Perdew--Wang correlation (the form called LDA\_C\_PW in libxc). We write $K=e^2/(4\pi\varepsilon_0)$, $k_F=(3\pi^2\bar n)^{1/3}$ and $E_F=\hbar^2k_F^2/2m$. The electrostatic potential energy of an electron, $\phi(z)$, and the Kohn--Sham potential, $v(z)$, both vanish deep inside:
\begin{equation}
\phi''=-4\pi K(n-n_+),\qquad v=\phi+v_{xc}(n)-v_{xc}(\bar n).
\label{pot}
\end{equation}
An excess of electrons makes $\phi''$ negative. For a sinusoidal disturbance, $\phi$ is therefore raised most where the excess is largest, and repels further electrons from there.

\section{From potential to density}

Motion parallel to the surface is free. Perpendicular to it,
\begin{equation}
\psi_k''=f\psi_k,\quad f=\frac{2mv}{\hbar^2}-k^2,\qquad
\psi_k\to\sin(kz-\gamma(k))\ \text{ inside}.
\end{equation}
The phase $\gamma$ holds what the surface does to the wave. We take $\gamma$ continuous with $\gamma(0)=0$, assuming that no level lies below the bulk band.

On a grid of step $h$, Taylor expansion gives $\psi_{j+1}+\psi_{j-1}-2\psi_j=h^2\psi_j''+\tfrac{h^4}{12}\psi_j''''+O(h^6)$. Replace $\psi''$ by $f\psi$, and $h^2\psi''''=h^2(f\psi)''$ by the second difference of $f\psi$. With $u=(1-h^2f/12)\psi$ this becomes the Numerov rule
\begin{equation}
u_{j-1}=2u_j-u_{j+1}+h^2f_j\psi_j .
\end{equation}
The recursion runs inward from the vacuum. In that direction the wanted solution grows and an admixture of the other one dies out. At the two innermost points $z_0,z_1$ we write $\psi=a\sin kz-b\cos kz$, which gives
\begin{equation}
a=\frac{\psi_1\cos kz_0-\psi_0\cos kz_1}{\sin kh},\qquad
b=\frac{\psi_1\sin kz_0-\psi_0\sin kz_1}{\sin kh}.
\end{equation}
Since $a=A\cos\gamma$ and $b=A\sin\gamma$, they yield the phase and the amplitude $A$ by which $\psi$ is divided.

For the density, consider a large depth $L$. Since $\sin^2$ averages to $1/2$, a normalized state has density $(2/L)|\psi_k|^2$. States are spaced by $\pi/L$ in $k$. With two spins, each holds
$2\pi(k_F^2-k^2)/(2\pi)^2=(k_F^2-k^2)/2\pi$ electrons per area. The product of the three factors is
\begin{equation}
n(z)=\frac1{\pi^2}\int_0^{k_F}(k_F^2-k^2)|\psi_k(z)|^2\,dk .
\label{dens}
\end{equation}
Deep inside this gives $\frac1{\pi^2}\cdot\frac12\cdot\frac{2k_F^3}{3}=\bar n$, as it must.

\section{Why the loop diverges, and the cure}

Let $\delta v$ be the error of the trial potential. For slow variations the Thomas--Fermi relation $n\propto(\mu-v)^{3/2}$, with $\mu$ the chemical potential, gives
\begin{equation}
\delta n=-\frac{mk_F}{\pi^2\hbar^2}\,\delta v=-\frac{\kappa^2}{4\pi K}\,\delta v,\qquad
\kappa^2=\frac{4Kmk_F}{\pi\hbar^2}=\frac{4k_F}{\pi a_0}.
\end{equation}
Write $T=-d^2/dz^2$. Poisson's equation then reads $T\,\delta\phi=-\kappa^2\delta v$. Leaving out the change of $v_{xc}$ for the moment, the residual (output minus input potential) is
\begin{equation}
r=\delta\phi-\delta v=-(1+T^{-1}\kappa^2)\,\delta v .
\label{res}
\end{equation}
Plain mixing, $v\to v+\beta r$, multiplies a wave of wave number $q$ by $1-\beta(1+\kappa^2/q^2)$. The error shrinks if $\beta<2/(1+\kappa^2/q^2)$.

The boundary conditions are $\phi=0$ at the inner end and $\phi'=0$ at the outer end. For metal of depth $Z$ the longest wave then has $q=\pi/2Z$. At $r_s=2$ we have $k_F=18.13$ nm$^{-1}$ and $Z=2.207$ nm, so $\kappa^2=436$ nm$^{-2}$, $q=0.712$ nm$^{-1}$ and $\kappa^2/q^2\approx860$. In this estimate plain mixing needs $\beta<0.0023$; the electrons beyond the edge lower the limit slightly. Short waves, which are multiplied by about $1-\beta$ per step, would then need some thousand steps for a factor of ten. The limit on $\beta$ falls as $1/Z^2$, so a deeper metal makes matters worse.

The factor 362 can be estimated in the same way. The trial error was a quarter sine wave, $\sin qs$, over the whole grid of length $S=969\times0.00331=3.21$ nm, with $s$ counted from the inner end and $q=\pi/2S=0.490$ nm$^{-1}$. Integrating $\delta\phi''=\kappa^2\delta v$ twice, with response in the metal alone, gives at the outer end
\begin{equation}
\delta\phi(S)=-\kappa^2\!\int_0^Z\! s\sin qs\,ds
=-\kappa^2\Big[\frac{\sin qZ}{q^2}-\frac{Z\cos qZ}{q}\Big].
\end{equation}
The bracket is $3.68-2.12=1.56$ nm$^2$, so $\delta\phi(S)\approx-680$ for unit error. Half of it is 340, within about 6\% of the computed factor. The estimate leaves out the electrons beyond the edge. The change of $v_{xc}$ plays no part at the outer end, where the density is negligible.

The cure is to undo the known response before mixing. Replace $r$ by
\begin{equation}
g=r-(T+\kappa^2)^{-1}\kappa^2r=(T+\kappa^2)^{-1}T\,r .
\label{screen}
\end{equation}
The two forms agree because $(T+\kappa^2)-\kappa^2=T$. From (\ref{res}), $Tr=-(T+\kappa^2)\delta v$, hence $g=-\delta v$. The step $v\to v+\beta g$ multiplies every wave by $1-\beta$, whatever its length and whatever the depth of the metal. For $\beta=0.5$ this model predicts 0.5; for the long wave of the opening example, the full calculation gives 0.57. The model assumes a uniform metal, and at a surface a single step can deviate more from it. At $r_s=2$ some shorter waves grow at first, and at $r_s=6$ the longest wave does too, by a factor of about 1.9. The excess appears at the outer, vacuum end of the grid; repeated steps still reduce the error.

The exchange-correlation potential modifies this. For exchange alone $v_x=-Kk_F/\pi$, so $dv_x/dn=-\pi K/k_F^2$. The added term in $r$ is
\begin{equation}
\frac{dv_x}{dn}\,\delta n=\alpha\,\delta v,\qquad
\alpha=\frac{\pi K}{k_F^2}\cdot\frac{mk_F}{\pi^2\hbar^2}=\frac1{\pi a_0k_F}.
\end{equation}
Applying (\ref{screen}) then gives
\begin{equation}
g=-\Big[1-\alpha\frac{q^2}{q^2+\kappa^2}\Big]\delta v .
\end{equation}
Long waves are unaffected, while short waves converge more slowly. At $r_s=2$, $\alpha=0.33$; at $r_s=6$ it is close to 1. Correlation raises these values to 0.36 and 1.16. For $\alpha>1$ the bracket would change sign, but at $r_s=6$ this happens for $q$ above about $5k_F$, where the estimate no longer holds. The Thomas--Fermi response overstates the true one at short wavelengths. For the very shortest waves, where the true response vanishes, the estimate is therefore pessimistic: the factor in brackets then tends to 1, not to $1-\alpha$.

In vacuum there is nothing to screen. We therefore use $\kappa^2(z)=\kappa^2\min(n/\bar n,1)$, with $n$ from the first pass, and keep it fixed. Anderson mixing handles what the model response misses. From the differences $\Delta v_i,\Delta g_i$ of earlier passes, find the $c_i$ that minimize the norm of $\tilde g=g-\sum_ic_i\Delta g_i$, and set
\begin{equation}
v\to v-\sum_ic_i\Delta v_i+\beta\tilde g .
\end{equation}
Starting from a smooth potential step, the loop then closes in 10 to 14 iterations for $r_s$ from 1.5 to 6. Here closing means $\max|g|<10^{-6}$ eV; the last seven passes are kept, Anderson mixing starts at the fourth pass, and each step is limited to 2 eV.

\section{Neutrality as a check on the phases}

Consider a slab with edges at $z=-L$ and $z=0$. The wave reflected at the right edge, $\sin(kz-\gamma)$, must agree up to sign with its mirror image $\sin(-k(z+L)-\gamma)$. This requires $kL+2\gamma=m\pi$, $m=1,2,\dots$ For a smooth $F(k)$ with $F(k_F)=0$, the Euler--Maclaurin formula gives
\begin{equation}
\sum_mF(k_m)=\int_0^{k_F}\!F\,\frac{L+2\gamma'}{\pi}\,dk-\frac{F(0)}2+O(1/L).
\label{em}
\end{equation}
The term $-F(0)/2$ appears because $m=0$ is not a state. With $F=(k_F^2-k^2)/2\pi$ the sum counts electrons per area. The part proportional to $L$ is $\bar nL$, which balances the background. The rest must vanish. Integrating by parts, with no boundary terms since $\gamma(0)=0$ and $F(k_F)=0$,
\begin{equation}
\frac2{\pi^2}\int_0^{k_F}\!k\gamma\,dk-\frac{k_F^2}{4\pi}=0
\;\Rightarrow\;\int_0^{k_F}\!k\gamma\,dk=\frac{\pi k_F^2}8 .
\label{sum}
\end{equation}
The loop never uses this rule, but it does lead to neutrality: with $\phi'=0$ outside, a net charge would leave a field inside the metal, which screening removes. The rule therefore tests whether the phases agree with the density. At $r_s=2$ the converged phases satisfy it with a ratio of 0.99999.

\section{Surface energy}

The surface energy $\sigma$ is the energy per area of new surface. We compute it at fixed chemical potential $\mu=E_F+v_{xc}(\bar n)$, as the surface part of $E-\mu N$. For a neutral system this changes nothing. On a finite grid, however, cutting off the oscillating density tail leaves a small net charge of either sign, and its first-order effect then cancels.

For one level $k$, with $Q^2=k_F^2-k^2$, the band energy relative to $E_F$ is
\begin{equation}
F(k)=\frac1\pi\int_0^Q\!\frac{\hbar^2}{2m}(p^2-Q^2)\,p\,dp
=\frac{\hbar^2}{2\pi m}\Big(\frac{Q^4}4-\frac{Q^4}2\Big)=-\frac{\hbar^2Q^4}{8\pi m}.
\end{equation}
Insert this in (\ref{em}), drop the part proportional to $L$, halve the rest for one surface, and integrate by parts with $F'=\hbar^2k(k_F^2-k^2)/2\pi m$:
\begin{equation}
B=-\frac1\pi\int_0^{k_F}\!F'\gamma\,dk+\frac{\hbar^2k_F^4}{32\pi m}
=\frac{\hbar^2}{2\pi^2m}\int_0^{k_F}\!k(k_F^2-k^2)\Big(\frac\pi4-\gamma\Big)dk .
\label{band}
\end{equation}
The last form uses $\int_0^{k_F}k(k_F^2-k^2)dk=k_F^4/4$. Band energies contain $\int vn\,dz$, which is subtracted to leave the kinetic energy. With the other energies, each relative to the bulk, $\sigma=\sigma_s+\sigma_{xc}+\sigma_{es}$, where
\begin{align}
\sigma_s&=B-\int vn\,dz,\qquad \sigma_{es}=\frac12\int\phi\,(n-n_+)\,dz,\\
\sigma_{xc}&=\int\big[n\varepsilon_{xc}(n)-n_+\varepsilon_{xc}(\bar n)-v_{xc}(\bar n)(n-n_+)\big]dz .
\end{align}

A hard wall gives a closed case. There $\gamma=kd$, with $d$ the distance from the background edge out to the wall, and (\ref{sum}) fixes $d=3\pi/8k_F$. Then
\begin{equation}
\sigma_s=B=\frac{\hbar^2k_F^4}{2\pi^2m}\Big(\frac\pi{16}-\frac\pi{20}\Big)=\frac{\hbar^2k_F^4}{160\pi m},
\end{equation}
which is 2.63 J/m$^2$ at $r_s=2$. The self-consistent surface has $\sigma_s=-5.50$ J/m$^2$. Letting the electrons spread into the vacuum thus changes the sign of the kinetic part.

\section{Work function and two relations}

The work function takes an electron from the Fermi level to rest far outside:
\begin{equation}
W=\phi(\infty)-E_F-v_{xc}(\bar n).
\label{w}
\end{equation}

Now change the background of a thick slab at fixed electron number $N=\bar nL$ per area. The energy is stationary in the electron density, so $dE=-\int\phi\,\delta n_+\,dz$. The density inside rises by $\delta\bar n$, and the width changes by $\delta L=-L\,\delta\bar n/\bar n$, shared by the two edges. Therefore
\begin{equation}
dE=-2\,\delta\bar n\int_{-\infty}^0\!\phi\,dz+\phi(0)L\,\delta\bar n .
\end{equation}
With $\varepsilon$ the bulk energy per electron, also $E=N\varepsilon+2\sigma$, so $dE=(\bar nL\,\varepsilon'+2\sigma')\,\delta\bar n$. We assume that finite-thickness corrections fall off faster than $1/L$. Comparing the terms in $L$ and the constant terms,
\begin{equation}
\phi(0)=\bar n\frac{d\varepsilon}{d\bar n},\qquad
\frac{d\sigma}{d\bar n}=-\int_{-\infty}^0\phi\,dz .
\label{thm}
\end{equation}

The first relation gives a second route to $W$. Outside, $\phi''=-4\pi Kn$ and $\phi'(\infty)=0$, so $\phi'(z)=4\pi K\int_z^\infty n\,dz'$. Integrating once more and exchanging the order of integration, $\phi(\infty)-\phi(0)=4\pi K\int_0^\infty zn\,dz$. Since $\mu=d(\bar n\varepsilon)/d\bar n=\varepsilon+\bar n\varepsilon'$, the term $\bar n\varepsilon'$ cancels:
\begin{equation}
W=4\pi K\int_0^\infty zn\,dz-\varepsilon(\bar n).
\label{w2}
\end{equation}
Within this model, the bulk energy and the density outside the edge determine the work function.

\section{Worked example: $r_s=2$}

Here $\bar n=201.4$ nm$^{-3}$, $E_F=12.528$ eV, $v_{xc}(\bar n)=-9.713$ eV and $\varepsilon_{xc}(\bar n)=-7.452$ eV. The density is $0.451\,\bar n$ at the edge and $0.059\,\bar n$ at 0.1 nm outside. Inside it oscillates, with a highest value of $1.008\,\bar n$ at $z=-0.263$ nm.

The barrier is $\phi(\infty)=6.604$ eV, so (\ref{w}) gives
$W=6.604-12.528+9.713=3.79$ eV. For the second route, $\varepsilon=\frac35E_F+\varepsilon_{xc}=7.517-7.452=0.065$ eV, and the outer dipole term is 3.853 eV. Equation (\ref{w2}) gives $3.853-0.065=3.79$ eV. At the edge, $\bar n\varepsilon'=\frac25E_F+v_{xc}-\varepsilon_{xc}=5.011-2.261=2.750$ eV, equal to the computed $\phi(0)$.

The surface energy is
\begin{equation}
\sigma=-5.495+3.355+1.278=-0.86\ \text{J/m}^2 .
\end{equation}
The band term $B=4.227$ J/m$^2$ was tested against an explicit sum over the levels of a finite slab, which gives the same value to the digits shown. The slope $\bar n\,d\sigma/d\bar n$ from separate self-consistent runs is $-2.774$ J/m$^2$, again equal to the value from (\ref{thm}). This last test involves all three parts of $\sigma$.

\section{The trend with density}

Between $r_s=2$ and 6 the work function falls from 3.79 to 2.25 eV. The surface energy is $-7.17$ J/m$^2$ at $r_s=1.5$, crosses zero at $r_s=2.39$, is largest among the computed cases at $r_s=3$ (0.225 J/m$^2$), and drops to 0.060 J/m$^2$ at $r_s=6$. The crossing belongs to this functional; another correlation energy can move it.

A negative $\sigma$ means that the model gains energy by splitting. This is no prediction for real metals. Jellium has no ions, and its density is imposed rather than found from equilibrium. At $r_s=2$ the positive $\bar n\varepsilon'$ shows that the bulk is under pressure and would expand if the background could.

The LDA also sets a limit outside. Its $v_{xc}$ dies away with the density, whereas the true potential far from a metal approaches the image form $-K/4z$. Quantities that depend on the distant potential, such as image states, are therefore beyond this calculation.

\section{Choosing the settings}

\begin{itemize}
\item \textbf{Screening wave number.} Start from $\kappa^2=4k_F/\pi a_0$. If the setting is $\kappa_s$ instead, (\ref{screen}) multiplies the error by $1-\beta(q^2+\kappa^2)/(q^2+\kappa_s^2)$. Too small a $\kappa_s$ makes long waves diverge once $\beta\kappa^2/\kappa_s^2>2$. This limit is no safe margin: it holds for a uniform metal, and at a surface, with screening that falls with the density, the loop can diverge before it is reached. Stay near $\kappa$. Too large a value is safe in this model but slow.
\item \textbf{Vacuum.} With a uniform $\kappa_s$, a vacuum error, which meets no response, is corrected by the fraction $\beta q^2/(q^2+\kappa_s^2)$ per step. That is small for long waves. Let the screening fall with the density if the choice is offered.
\item \textbf{Mixing fraction.} With screening, $\beta=0.5$ served all densities here. If a thick slab diverges, check the screening before lowering $\beta$: without it the permitted $\beta$ falls as the inverse square of the thickness.
\item \textbf{Depth and $k$ points.} The depth used is $k_FZ=40$. Deep inside, (\ref{dens}) contains $\cos 2kz$. A Gauss rule with $M$ nodes integrates polynomials up to degree $2M-1$, so it needs $2M$ well above $k_FZ$; 64 nodes leave a wide margin. A finer and deeper grid leaves $W$ at 3.788 eV and moves $\sigma$ by 0.001 J/m$^2$.
\item \textbf{Judging convergence.} A small residual shows that the loop has closed, not that the answer is right. Check (\ref{sum}) and the edge value in (\ref{thm}) as well. The two routes to $W$ repeat the second check: by Poisson's equation their difference equals $\phi(0)-\bar n\,d\varepsilon/d\bar n$, whatever the density. Repeat the run on a finer grid too: on a coarse one, $\sigma$ can be noticeably off while both checks are nearly met. The numerical output below lists these comparisons.
\end{itemize}

\section*{Computed values}
\begin{verbatim}
SURFACES: work function W, surface energy sigma, loop count
rs=1.5: W=3.809 eV, sigma=-7.165 J/m^2, iterations=14
rs=2.0: W=3.788 eV, sigma=-0.863 J/m^2, iterations=11
rs=2.5: W=3.598 eV, sigma=0.094 J/m^2, iterations=10
rs=3.0: W=3.359 eV, sigma=0.225 J/m^2, iterations=10
rs=4.0: W=2.906 eV, sigma=0.164 J/m^2, iterations=11
rs=5.0: W=2.538 eV, sigma=0.098 J/m^2, iterations=12
rs=6.0: W=2.246 eV, sigma=0.060 J/m^2, iterations=13
sigma = 0 at rs = 2.39
CASE rs = 2
background density = 201.38 nm^-3
kF = 18.133 nm^-1, EF = 12.528 eV
grid step = 0.00331 nm, depth = 2.207 nm, points = 969, k nodes = 64
bulk v_xc = -9.713 eV, bulk eps_xc = -7.452 eV
gamma at k/kF=0.25: 0.1693 rad
gamma at k/kF=0.50: 0.4167 rad
gamma at k/kF=0.75: 0.8283 rad
gamma at k/kF=0.99: 1.6452 rad
neutrality ratio 8*int(k gamma)/(pi kF^2) = 0.99999
z=-0.3 nm: n/nbar=1.0018, v=0.003 eV
z=-0.2 nm: n/nbar=0.9894, v=0.014 eV
z=-0.1 nm: n/nbar=0.9889, v=0.184 eV
z=0.0 nm: n/nbar=0.4513, v=4.840 eV
z=0.1 nm: n/nbar=0.0591, v=11.793 eV
z=0.2 nm: n/nbar=0.0056, v=14.235 eV
z=0.3 nm: n/nbar=0.0005, v=15.318 eV
density maximum n/nbar = 1.0080 at z = -0.263 nm
electrostatic barrier phi(inf) = 6.604 eV
phi(0) = 2.750 eV, from bulk energy = 2.750 eV
outer dipole term = 3.853 eV, bulk eps = 0.065 eV
W from outer density = 3.788 eV
band term B = 4.227 J/m^2, slab sum = 4.227 J/m^2
sigma_s = -5.495 J/m^2
sigma_xc = 3.355 J/m^2
sigma_es = 1.278 J/m^2
CHECKS
largest phase error, smooth step = 1.1e-06 rad
largest slab density difference / nbar = 2.8e-04
rs=2: nbar dsigma/dnbar = -2.774 J/m^2, from phi = -2.774 J/m^2
rs=5: nbar dsigma/dnbar = 0.084 J/m^2, from phi = 0.084 J/m^2
error factor per step: plain = 362.2, screened = 0.57
finer grid, rs=2: W = 3.788 eV, sigma = -0.864 J/m^2
\end{verbatim}
